# High-momentum tail and residual kinetic energy of norm-conserving pseudo-orbitals: test program

```python
# Result under test. Pseudo-orbital psi = u(r)/r Y_lm, u with M continuous derivatives
# at rc and jump J = u^(M+1)(rc+) - u^(M+1)(rc-).  phi(q) = sqrt(2/pi) F/q,
# F = int u S(qr) dr, S(y) = y j_l(y).  Claims:
#   F ~ -J q^-(M+2) sin(theta), theta = q rc + (M-l) pi/2
#   dT(qc) = hbar^2/2m int_qc^inf q^4 phi^2 dq
#          ~ hbar^2 J^2 qc^-(2M+1) / (2 pi m (2M+1)) [1 + (2M+1) sin(2 theta)/(2 qc rc)]
#   an odd term a_s r^(l+1+s) at the origin adds F ~ A q^-(l+s+2), dominant if l+s < M
#   J = (2m/hbar^2) u(rc) [V^(M-1)].
# Scaled symbols: x = r/rc, k = q rc, u = rc^-1/2 w(x), inside w = x^(l+1) exp(p(x)),
# outside exact hydrogen 1s or 2p, w = N x^(l+1) exp(-kappa x), kappa = rc/(n a0) = 1,
# j = J rc^(M+3/2), energies in E0 = hbar^2/(2 m rc^2).
import math
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.integrate import simpson, quad
from scipy.interpolate import CubicSpline

mp.mp.dps = 40
hbar, me, qe = sc.hbar, sc.m_e, sc.e
coul = qe**2 / (4 * math.pi * sc.epsilon_0)
a0 = hbar**2 / (me * coul)
BITS, NG, NP, NK, PER = 120, 30, 16, 2560, 16   # k = index*pi/PER

def gauss(n):
    xs, ws = [], []
    for g in np.polynomial.legendre.leggauss(n)[0]:
        x = mp.mpf(float(g))
        for _ in range(4):
            p0, p1 = mp.mpf(1), x
            for m in range(2, n + 1):
                p0, p1 = p1, ((2*m - 1)*x*p1 - (m - 1)*p0) / m
            dp = n*(x*p1 - p0) / (x*x - 1)
            x -= p1/dp
        xs.append(x); ws.append(2/((1 - x*x)*dp*dp))
    return xs, ws
gx, gw = gauss(NG)
X = [(i + (x + 1)/2)/NP for i in range(NP) for x in gx]
W = [w/(2*NP) for i in range(NP) for w in gw]
Xf = np.array([float(x) for x in X]); Wf = np.array([float(w) for w in W])
fix = lambda vals: np.array([int(mp.nint(mp.ldexp(v, BITS))) for v in vals], dtype=object)

def exp_series(ps, n):
    ps = list(ps) + [mp.mpf(0)]*n
    e = [mp.exp(ps[0])]
    for m in range(1, n):
        e.append(sum(i*ps[i]*e[m - i] for i in range(1, m + 1))/m)
    return e

def origin_factor(l, s):
    return mp.mpf(math.prod(-(p - l - 1)*(p + l) for p in range(l + 1 + s, -l, -2))) \
        / math.prod(range(1, 2*l, 2))

def build(name, l, M, powers, flat):
    N = mp.sqrt(mp.mpf(2)**(2*l + 3)/math.factorial(2*l + 2))
    free = [e for e in powers if e != 2 and not (flat and e == 4)]
    Ainv = mp.matrix([[math.perm(e, d) for e in free] for d in range(M + 1)])**-1
    def coef(c2):
        c = {2: mp.mpf(c2)}
        if flat:
            c[4] = -c[2]**2/(2*l + 5)
        t = [mp.log(N) - 1, mp.mpf(-1)] + [mp.mpf(0)]*(M - 1)
        rhs = mp.matrix([t[d] - sum(v*math.perm(e, d) for e, v in c.items()) for d in range(M + 1)])
        sol = Ainv*rhs
        c.update({e: sol[i] for i, e in enumerate(free)})
        return c
    target = np.sum(Wf*(float(N)*Xf**(l + 1)*np.exp(-Xf))**2)
    def mism(c2):
        p = sum(float(v)*Xf**e for e, v in coef(c2).items())
        return np.sum(Wf*Xf**(2*l + 2)*np.exp(2*p)) - target
    grid = np.arange(-12, 12.01, 0.5); g = [mism(a) for a in grid]
    roots = [brentq(mism, grid[i], grid[i + 1], xtol=1e-14)
             for i in range(len(grid) - 1) if g[i]*g[i + 1] < 0]
    c = coef(min(roots, key=abs))
    n = 24   # Taylor series of (outside - inside) about x = 1
    ein = exp_series([sum(v*math.comb(e, i) for e, v in c.items()) for i in range(13)], n)
    eout = exp_series([mp.log(N) - 1, mp.mpf(-1)], n)
    d = [sum(math.comb(l + 1, i)*(eout[m - i] - ein[m - i]) for i in range(min(m, l + 1) + 1))
         for m in range(n)]
    assert max(abs(v) for v in d[:M + 1]) < 1e-25 and abs(d[M + 1]) > 1e-3
    jumps, cur = [], d
    while len(cur) >= 2:
        jumps.append((cur[0], cur[1]))
        cur = [-(m + 2)*(m + 1)*cur[m + 2]
               + l*(l + 1)*sum((-1)**i*(i + 1)*cur[m - i] for i in range(m + 1))
               for m in range(len(cur) - 2)]
    a = exp_series([c.get(i, mp.mpf(0)) for i in range(13)], 18)
    w = [x**(l + 1)*mp.exp(sum(v*x**e for e, v in c.items())) for x in X]
    return dict(name=name, l=l, M=M, c=c, N=N, j=d[M + 1]*math.factorial(M + 1), jumps=jumps,
                a=a, odd=3 in powers, flat=flat, A=a[3]*origin_factor(l, 3),
                wa=fix([u*v for u, v in zip(W, w)]),
                wb=fix([u*v/x for u, v, x in zip(W, w, X)]), F=np.zeros(NK + 1))

TMP = list(range(0, 13, 2))
cases = [build("TM 1s", 0, 4, TMP, True), build("Kerker 1s", 0, 2, [0, 2, 3, 4], False),
         build("odd-p M=4 1s", 0, 4, [0, 2, 3, 4, 5, 6], False),
         build("TM 2p", 1, 4, TMP, True), build("Kerker 2p", 1, 2, [0, 2, 3, 4], False),
         build("even-p M=3 2p", 1, 3, [0, 2, 4, 6, 8], False)]

# transform from its definition: fixed-point Gauss quadrature inside, closed form outside
dk = mp.pi/PER
cD, sD = fix([mp.cos(dk*x) for x in X]), fix([mp.sin(dk*x) for x in X])
C, S = fix([mp.mpf(1)]*len(X)), fix([mp.mpf(0)]*len(X))
unfix = lambda i: mp.ldexp(mp.mpf(int(i)), -2*BITS)
for i in range(1, NK + 1):
    C, S = (C*cD - S*sD) >> BITS, (S*cD + C*sD) >> BITS
    k = dk*i; s = mp.mpc(1, -k); es = mp.exp(-s)
    I1 = (es + es/s)/s; I2 = (es + 2*I1)/s
    out = (I1.imag, I1.imag/k - I2.real)
    for c in cases:
        if c['l'] == 0:
            inner = unfix(np.dot(c['wa'], S))
        else:
            inner = unfix(np.dot(c['wb'], S))/k - unfix(np.dot(c['wa'], C))
        c['F'][i] = float(inner + c['N']*out[c['l']])
K = np.arange(NK + 1)*math.pi/PER

def window(c, i0, i1):
    return 2/math.pi*simpson((K**2*c['F']**2)[i0:i1 + 1], x=K[i0:i1 + 1])
def lead_rc(c, k):
    return float(c['j'])**2/(math.pi*(2*c['M'] + 1))*k**-(2*c['M'] + 1)
def lead_origin(c, k):
    n = 2*(c['l'] + 3) + 1
    return 2/math.pi*float(c['A'])**2/n*k**-n
def series(c, k, with_origin):
    sn, cs = mp.sin(k), mp.cos(k)
    Sv, Sp = (sn, cs) if c['l'] == 0 else (sn/k - cs, cs/k - sn/k**2 + sn)
    t = sum((k*Sp*u - Sv*v)/k**(2*m + 2) for m, (u, v) in enumerate(c['jumps']))
    if with_origin:
        t += sum(c['a'][s]*origin_factor(c['l'], s)/k**(c['l'] + s + 2) for s in range(1, 18, 2))
    return float(t)

print("case: l M | j | A (s=3) | measured exponent | window/law (all dimensionless)")
for c in cases:
    l, M, F, j, A = c['l'], c['M'], c['F'], float(c['j']), float(c['A'])
    N = float(c['N']); h = math.pi/PER
    # Parseval; trapezoid error is set by the poles at k = +-i
    p = sum(float(v)*Xf**e for e, v in c['c'].items())
    p1 = sum(e*float(v)*Xf**(e - 1) for e, v in c['c'].items() if e)
    w = Xf**(l + 1)*np.exp(p)
    tin = np.sum(Wf*w*w*(((l + 1)/Xf + p1)**2 + l*(l + 1)/Xf**2))
    tout = quad(lambda x: (N*x**(l + 1)*math.exp(-x))**2*(((l + 1)/x - 1)**2 + l*(l + 1)/x**2),
                1, 60, epsabs=1e-13, epsrel=1e-12)[0]
    c['T'] = tin + tout
    assert abs(2/math.pi*h*np.sum(F**2) - 1) < 1e-6
    assert abs(2/math.pi*h*np.sum(K**2*F**2)/c['T'] - 1) < 1e-6
    origin_wins = c['odd'] and l + 3 < M
    # full boundary-term series, with and without the origin terms
    for i in (1283, 1290, 1800):
        env = abs(A)*K[i]**-(l + 5) if origin_wins else abs(j)*K[i]**-(M + 2)
        assert abs(series(c, dk*i, True) - F[i]) < 1e-6*env
        if c['odd']:
            assert abs(series(c, dk*i, False) - F[i]) > 1e-5*env
    # leading amplitude and sign, mean of two neighbouring antinodes
    i0 = 157*PER + (PER//2 if (M - l) % 2 == 0 else 0)
    if origin_wins:
        r = [F[i]/(A*K[i]**-(l + 5)) for i in (i0, i0 + PER)]
    else:
        r = [F[i]/(-j*K[i]**-(M + 2)*math.sin(K[i] + (M - l)*math.pi/2)) for i in (i0, i0 + PER)]
    assert abs(np.mean(r) - 1) < 0.01
    # exponent from two windows of length 2 pi; O(k^-2) terms shift it by up to about 0.1
    expo = math.log(window(c, 78*PER, 80*PER)/window(c, 158*PER, 160*PER))/math.log(159/79) - 1
    assert abs(expo - (2*(l + 3) + 1 if origin_wins else 2*M + 1)) < 0.15
    law = lambda k: lead_rc(c, k) + lead_origin(c, k)
    ratio = window(c, 100*PER, NK)/(law(K[100*PER]) - law(K[NK]))
    assert abs(ratio - 1) < 0.04
    if not c['odd']:   # oscillating correction at sin(2k) = +1 and -1
        dev = [(window(c, i, NK) - lead_rc(c, K[i]) + lead_rc(c, K[NK]))/lead_rc(c, K[i])
               for i in (1284, 1276)]
        pred = (-1)**(M - l)*(2*M + 1)/2*(1/K[1284] + 1/K[1276])
        assert abs((dev[0] - dev[1])/pred - 1) < 0.1
    # potential: inverted inside, Coulomb outside, both in joule
    rc = (l + 1)*a0; E0 = hbar**2/(2*me*rc**2); eps = -coul/(2*a0*(l + 1)**2)
    cc = [(e, v) for e, v in c['c'].items() if e]
    vin = lambda x: eps + E0*(sum((e*(e - 1) + 2*(l + 1)*e)*v*x**(e - 2) for e, v in cc)
                              + sum(e*v*x**(e - 1) for e, v in cc)**2)
    vout = lambda x: -coul/(rc*x)
    dv = [float(mp.diff(vout, 1, n) - mp.diff(vin, 1, n)) for n in range(M)]
    assert max(abs(v) for v in dv[:M - 1]) < 1e-10*E0
    c['dV'] = dv[M - 1]/rc**(M - 1); c['J'] = j*rc**-(M + 1.5)
    c['u'] = N*math.exp(-1)/math.sqrt(rc)
    assert abs(2*me/hbar**2*c['u']*c['dV']/c['J'] - 1) < 1e-10
    if c['flat']:
        assert abs(mp.diff(vin, 0, 2)) < 1e-20*E0
    print(f"{c['name']}: {l} {M} | {j:.5g} | {A:.5g} | {expo:.3f} | {ratio:.4f}")

# origin coefficient for l = 0..3 on w = x^(l+1)(1+x)exp(-x), whose first odd term is x^3/3
for l in range(4):
    k = mp.mpf(2000); s = mp.mpc(1, -k)
    Fx = sum(mp.mpc(0, -1)**(l + 1)*(mp.mpc(0, 1)/(2*k))**m*mp.fac(l + m)/(mp.fac(m)*mp.fac(l - m))
             * mp.fac(n - m)/s**(n - m + 1) for m in range(l + 1) for n in (l + 1, l + 2)).real
    assert abs(Fx/(origin_factor(l, 3)/3/k**(l + 5)) - 1) < 1e-4
print("origin factor A/a_3 for l=0..3:", [int(origin_factor(l, 3)) for l in range(4)])

rc = a0; E0 = hbar**2/(2*me*rc**2)
print("worked example: hydrogen 1s, rc = a0")
print(f"rc = {rc:.6e} m, E0 = hbar^2/(2 m rc^2) = {E0:.6e} J")
print(f"u(rc) = {cases[0]['u']:.6e} m^-1/2, all-electron T = {coul/(2*a0):.6e} J")
for c in cases[:2]:
    M, nm = c['M'], c['name']
    print(nm, "c_k (dimensionless):")
    print("  " + " ".join(f"c{e}={float(v):.5f}" for e, v in sorted(c['c'].items())))
    print(f"{nm}: J = {c['J']:.5e} m^-{M + 1.5}, [V^({M - 1})] = {c['dV']:.5e} J m^-{M - 1}")
    pref = hbar**2*c['J']**2/(2*math.pi*me*(2*M + 1))
    print(f"{nm}: T = {c['T']*E0:.6e} J, prefactor = {pref:.5e} J m^-{2*M + 1}")
    print(f"{nm}: prefactor in qc*rc form = {lead_rc(c, 1.0)*E0:.5e} J")
    for n in (2, 4, 8, 16, 32):
        q = n*math.pi/rc; dT = E0*window(c, n*PER, NK); asy = pref*q**-(2*M + 1)
        print(f"  qc rc={n}pi qc={q:.4e} 1/m dT={dT:.3e} J law={asy:.3e} J ratio={dT/asy:.3f}")
    spl = CubicSpline(K, 2/math.pi*K**2*c['F']**2)
    kc = brentq(lambda k: E0*spl.integrate(k, K[NK]) - 1e-3*qe, 1.0, 60.0)
    klaw = (lead_rc(c, 1.0)*E0/(1e-3*qe))**(1/(2*M + 1))
    print(f"{nm}: dT = {1e-3*qe:.4e} J (1 meV) at qc rc = {kc:.3f}, law gives {klaw:.3f}")
    print(f"  qc = {kc/rc:.4e} 1/m, Ecut = {E0*kc**2:.4e} J = {E0*kc**2/qe:.1f} eV")
print("Ecut at qc rc = 2,4,8,16,32 pi (J):",
      " ".join(f"{E0*(n*math.pi)**2:.3e}" for n in (2, 4, 8, 16, 32)))
kx = (lead_rc(cases[0], 1.0)/lead_rc(cases[1], 1.0))**0.25
print(f"TM and Kerker laws cross at qc rc = {kx:.3f}, Ecut = {E0*kx**2:.4e} J = {E0*kx**2/qe:.0f} eV")
print(f"Kerker 1s origin/rc amplitude ratio = {float(cases[1]['A']/cases[1]['j']):.3f} /(q rc)")
print("odd-p M=4 1s c_k:", " ".join(f"c{e}={float(v):.4f}" for e, v in sorted(cases[2]['c'].items())))
print(f"upper limit of all q integrals: q rc = {K[NK]:.2f}")
print("checks complete")
```

Printed output:

```
case: l M | j | A (s=3) | measured exponent | window/law (all dimensionless)
TM 1s: 0 4 | 829.88 | 0 | 9.009 | 1.0028
Kerker 1s: 0 2 | 1.3032 | 64.007 | 5.105 | 1.0110
odd-p M=4 1s: 0 4 | 25.27 | 223.37 | 7.005 | 1.0013
TM 2p: 1 4 | 308.02 | 0 | 8.999 | 0.9978
Kerker 2p: 1 2 | 0.49742 | 189.04 | 5.002 | 1.0001
even-p M=3 2p: 1 3 | -8.6343 | 0 | 7.007 | 1.0023
origin factor A/a_3 for l=0..3: [24, 144, 1152, 11520]
worked example: hydrogen 1s, rc = a0
rc = 5.291772e-11 m, E0 = hbar^2/(2 m rc^2) = 2.179872e-18 J
u(rc) = 1.011428e+05 m^-1/2, all-electron T = 2.179872e-18 J
TM 1s c_k (dimensionless):
  c0=0.47416 c2=-1.09938 c4=-0.24173 c6=1.90296 c8=-2.35490 c10=1.27866 c12=-0.26662
TM 1s: J = 2.74920e+59 m^-5.5, [V^(3)] = 1.65922e+16 J m^-3
TM 1s: T = 2.142033e-18 J, prefactor = 1.63175e+79 J m^-9
TM 1s: prefactor in qc*rc form = 5.30964e-14 J
  qc rc=2pi qc=1.1873e+11 1/m dT=4.395e-21 J law=3.479e-21 J ratio=1.263
  qc rc=4pi qc=2.3747e+11 1/m dT=1.076e-23 J law=6.795e-24 J ratio=1.584
  qc rc=8pi qc=4.7494e+11 1/m dT=1.725e-26 J law=1.327e-26 J ratio=1.300
  qc rc=16pi qc=9.4988e+11 1/m dT=2.853e-29 J law=2.592e-29 J ratio=1.100
  qc rc=32pi qc=1.8998e+12 1/m dT=5.198e-32 J law=5.063e-32 J ratio=1.027
TM 1s: dT = 1.6022e-22 J (1 meV) at qc rc = 10.411, law gives 8.845
  qc = 1.9674e+11 1/m, Ecut = 2.3629e-16 J = 1474.8 eV
Kerker 1s c_k (dimensionless):
  c0=0.51695 c2=-1.94280 c3=1.59040 c4=-0.47140
Kerker 1s: J = 1.20893e+36 m^-3.5, [V^(1)] = 7.29623e-08 J m^-1
Kerker 1s: T = 2.148523e-18 J, prefactor = 5.67955e+32 J m^-5
Kerker 1s: prefactor in qc*rc form = 2.35678e-19 J
  qc rc=2pi qc=1.1873e+11 1/m dT=7.448e-21 J law=2.407e-23 J ratio=309.466
  qc rc=4pi qc=2.3747e+11 1/m dT=3.675e-23 J law=7.521e-25 J ratio=48.859
  qc rc=8pi qc=4.7494e+11 1/m dT=2.148e-25 J law=2.350e-26 J ratio=9.139
  qc rc=16pi qc=9.4988e+11 1/m dT=2.086e-27 J law=7.345e-28 J ratio=2.840
  qc rc=32pi qc=1.8998e+12 1/m dT=3.324e-29 J law=2.295e-29 J ratio=1.448
Kerker 1s: dT = 1.6022e-22 J (1 meV) at qc rc = 9.942, law gives 4.301
  qc = 1.8788e+11 1/m, Ecut = 2.1547e-16 J = 1344.8 eV
Ecut at qc rc = 2,4,8,16,32 pi (J): 8.606e-17 3.442e-16 1.377e-15 5.508e-15 2.203e-14
TM and Kerker laws cross at qc rc = 21.786, Ecut = 1.0347e-15 J = 6458 eV
Kerker 1s origin/rc amplitude ratio = 49.116 /(q rc)
odd-p M=4 1s c_k: c0=0.5742 c2=-3.2155 c3=5.2414 c4=-4.6466 c5=2.1449 c6=-0.4052
upper limit of all q integrals: q rc = 502.65
checks complete
```
